\section*{Band edges of the central-force Sen–Thorpe network of silica tetrahedra, part 2}

We seek the vibrational band edges of a silica-like network in the central-force Sen--Thorpe model. A finite, connected, periodically repeated piece has $N$ silicon atoms (mass $M$), each bonded to four oxygen atoms in regular tetrahedral directions, and $2N$ oxygen atoms (mass $m$), each bridging two silicon atoms at the angle $\theta$. The only forces are springs of constant $\alpha$ along the $4N$ bonds, at natural length in equilibrium.

Bond $b$ belongs to silicon $s(b)$, and $\bar b$ is the other bond of the same oxygen. For numbers $f_b$ on the bonds,
\begin{equation}
(Pf)_b=f_{\bar b},\qquad
(Qf)_b=\frac14\sum_{b'\ \mathrm{at}\ s(b)}f_{b'},
\end{equation}
Both are symmetric matrices, with $P^2=1$ and $Q^2=Q$. The nonzero squared angular frequencies $\omega^2$ are the eigenvalues of
\begin{equation}
G=a(1+cP)+b(1-Q).
\label{eq:G}
\end{equation}
with
\begin{equation}
a=\frac{\alpha}{m},\qquad b=\frac{4\alpha}{3M},\qquad c=\cos\theta<0,
\end{equation}
As a coefficient $b$ is this constant; as an index it labels a bond.

Common eigenvectors of $P$ and $Q$ would give $\omega_1^2$ ($P=+1$, $Q=1$), $\omega_2^2$ ($P=-1$, $Q=1$), $\omega_3^2$ ($P=+1$, $Q=0$) and $\omega_4^2$ ($P=-1$, $Q=0$). For $Q=1$ the spring forces on each silicon balance and it stands still. For $Q=0$ its share of the kinetic energy is $b/\omega^2$. Oxygen moves along the bridge's bisector for $P=+1$ and parallel to the Si--Si line for $P=-1$.

Adding the smallest, or the largest, eigenvalues of the two terms of $G$ gives the outer bounds
\begin{equation}
\omega_1^2\le\omega^2\le\omega_4^2\qquad\text{for every eigenvalue of }G.
\label{eq:outer}
\end{equation}
But $P$ and $Q$ do not commute, so the eigenvectors they do not share must still be found, to decide whether $\omega_2$ and $\omega_3$ limit anything.

The example has $m=16.00$~u, $M=28.09$~u, $\alpha=500$~N/m, $\theta=145^\circ$ and $c=-0.8192$. In units of $10^{27}\,\mathrm{s}^{-2}$, $a=18.82$, $b=14.29$, and $\omega_1^2$ to $\omega_4^2$ are $3.40$, $34.23$, $17.70$ and $48.53$. The wavenumbers, $\omega$ divided by $2\pi$ times the speed of light, are $310$, $982$, $706$ and $1169\ \mathrm{cm}^{-1}$.

\section{Bands, gap and the role of the rings}

\noindent\textbf{Q.} Before you treat those eigenvectors, restate what you are using.

\noindent\textbf{A.} The network has $N$ silicon atoms of mass $M$, $2N$ oxygen atoms of mass $m$, one spring constant $\alpha$ and one bridging angle $\theta$ between $90^\circ$ and $180^\circ$. The nonzero squared frequencies are the eigenvalues of a matrix acting on numbers $f_b$ attached to the $4N$ bonds,
\begin{equation}
G=a(1+cP)+b(1-Q),\quad a=\frac\alpha m,\quad b=\frac{4\alpha}{3M},\quad c=\cos\theta<0 .
\label{eq:G2}
\end{equation}
$P$ swaps the two bonds of each oxygen, and $Q$ averages over the four bonds of each silicon. Common eigenvectors would give $\omega_1^2=a(1+c)$, $\omega_2^2=a(1-c)$, $\omega_3^2=\omega_1^2+b$ and $\omega_4^2=\omega_2^2+b$. All eigenvalues of $G$ lie between $\omega_1^2$ and $\omega_4^2$, and there are $5N$ further modes of zero frequency.

\medskip
\noindent\textbf{Q.} Now the general eigenvectors. How does the disorder enter?

\noindent\textbf{A.} Through one matrix, the adjacency matrix $A$ of the silicon atoms: $A_{ij}$ is the number of oxygen bridges between silicon $i$ and silicon $j$. Each of its rows adds up to four. Let $\varphi$ be a normalized eigenvector with $A\varphi=4\varepsilon\varphi$, and spread it over the bonds by
\begin{equation}
\psi_b=\tfrac12\varphi_{s(b)} .
\end{equation}
Each silicon has four bonds, so $|\psi|^2=4\times\frac14|\varphi|^2=1$. Since $\psi$ is constant around each silicon, $Q\psi=\psi$. Next, $(P\psi)_b=\frac12\varphi_{s(\bar b)}$ is the value belonging to the silicon across the bridge. Averaging over the four bonds of silicon $i$ gives
\begin{equation}
(QP\psi)_b=\frac14\sum_jA_{ij}\,\frac{\varphi_j}{2}
=\frac14\,4\varepsilon\,\frac{\varphi_i}{2}=\varepsilon\psi_b .
\label{eq:QP}
\end{equation}
Because $\psi$ and $P\psi$ have unit length and $\varepsilon=\psi^{T}QP\psi=\psi^{T}P\psi$, it follows that $|\varepsilon|\le1$.

Now take the plane spanned by $\psi$ and $P\psi$. $P$ exchanges the two vectors, while $Q$ turns them into $\psi$ and $\varepsilon\psi$. Neither operator leads out of the plane, so $G$ does not either. Planes belonging to different orthogonal eigenvectors $\varphi$ and $\varphi'$ are orthogonal to each other: $\psi'^{T}\psi=0$, and $\psi'^{T}P\psi=\psi'^{T}QP\psi=\varepsilon\,\psi'^{T}\psi=0$. The eigenvalue problem has been reduced to $2\times2$ blocks.

\medskip
\noindent\textbf{Q.} Solve one block without skipping the cross terms.

\noindent\textbf{A.} Let $|\varepsilon|<1$, so that the two vectors are independent, and set $R=1-2Q$. Then $R^2=1-4Q+4Q^2=1$ and $1-Q=(1+R)/2$, so
\begin{equation}
G=a+\frac b2+K,\qquad K=acP+\frac b2R .
\end{equation}
The cross terms in $K^2$ contain $PR+RP$. Using $R\psi=-\psi$ and $RP\psi=P\psi-2\varepsilon\psi$,
\begin{align}
(PR+RP)\psi&=-P\psi+P\psi-2\varepsilon\psi=-2\varepsilon\psi,\\
(PR+RP)P\psi&=P(P\psi-2\varepsilon\psi)+R\psi\nonumber\\
&=\psi-2\varepsilon P\psi-\psi=-2\varepsilon P\psi .
\end{align}
In the plane $PR+RP$ is thus the number $-2\varepsilon$, and
\begin{equation}
K^2=a^2c^2+\frac{b^2}{4}+\frac{abc}{2}(PR+RP)
=a^2c^2+\frac{b^2}{4}-abc\,\varepsilon .
\end{equation}
In the basis $\psi,P\psi$ the diagonal elements of $P$ are $0,0$ and those of $R$ are $-1,1$. Both traces vanish, so $K$ has trace zero and its two eigenvalues are opposite. Therefore
\begin{equation}
\omega_\pm^2(\varepsilon)=a+\frac b2\pm
\sqrt{a^2c^2+\frac{b^2}{4}-abc\,\varepsilon}\,.
\label{eq:bands}
\end{equation}

\medskip
\noindent\textbf{Q.} Where are the four edges in this formula?

\noindent\textbf{A.} At $\varepsilon=\pm1$. Since $c<0$, the term $-abc\,\varepsilon=ab|c|\varepsilon$ grows with $\varepsilon$. At $\varepsilon=1$ the root is $a|c|+b/2$, its largest value, and
\begin{align}
\omega_-^2(1)&=a+\tfrac b2-a|c|-\tfrac b2=a(1+c)=\omega_1^2,\\
\omega_+^2(1)&=a+\tfrac b2+a|c|+\tfrac b2=a(1-c)+b=\omega_4^2 .
\end{align}
At $\varepsilon=-1$ the root is $\bigl|a|c|-b/2\bigr|$, its smallest value. The two solutions are then
\begin{align}
a+\tfrac b2+\left(a|c|-\tfrac b2\right)&=a(1-c)=\omega_2^2,\\
a+\tfrac b2-\left(a|c|-\tfrac b2\right)&=a(1+c)+b=\omega_3^2 .
\end{align}
As $\varepsilon$ runs from $1$ to $-1$, the lower solution rises from $\omega_1^2$ to the smaller of $\omega_2^2$ and $\omega_3^2$. The upper one falls from $\omega_4^2$ to the larger of the two.

\medskip
\noindent\textbf{Q.} You have $N$ eigenvectors $\varphi$, hence at most $2N$ bond vectors. $G$ has $4N$. The missing half could fill the gap.

\noindent\textbf{A.} It cannot. A vector $f$ orthogonal to every $\psi$ and every $P\psi$ satisfies $Qf=0$ and $QPf=0$, because the vectors $\psi$ span everything that is constant around each silicon. Then $Pf$ has the same two properties. These remaining vectors form a space which $P$ maps into itself and on which $Q=0$. They can be sorted into $P=+1$ and $P=-1$, with squared frequencies $\omega_3^2$ and $\omega_4^2$ and nothing in between. The nonzero spectrum therefore lies in
\begin{equation}
\left[\omega_1^2,\ \min(\omega_2^2,\omega_3^2)\right]
\quad\text{and}\quad
\left[\max(\omega_2^2,\omega_3^2),\ \omega_4^2\right]
\label{eq:two}
\end{equation}
for every network of the assumed kind.

\medskip
\noindent\textbf{Q.} An interval that contains the spectrum is a bound. Are the ends really reached?

\noindent\textbf{A.} Three of the four frequencies always occur. The fourth, $\omega_2$, depends on the rings. This follows from counting.

If $A\varphi=4\varphi$, look at a silicon where $\varphi$ is largest. It equals the average over its four neighbours, so they all have the same value. In a connected network $\varphi$ is then constant, and $\varepsilon=1$ occurs once. If $A\varphi=-4\varphi$, the same argument applied to $|\varphi|$ shows that $\varphi$ changes sign, at equal magnitude, across every bridge. This is possible exactly when the silicon atoms can be divided into two classes, given by the sign of $\varphi$, with bridges only between different classes. Such a network is called bipartite. It has no closed path with an odd number of silicon atoms. In a periodically repeated piece, paths that close only through the boundary count as well. In the quartz network every bridge steps by one layer along the helix axis, so there is no odd ring, yet a cell with three layers is not bipartite while a cell with six layers is. Below, odd rings stand for odd closed paths of either kind. Let $\beta=1$ for a bipartite network and $\beta=0$ otherwise; then $\varepsilon=-1$ occurs $\beta$ times.

For $\varepsilon=\pm1$ the relation $\psi^{T}P\psi=\pm1$ between unit vectors requires $P\psi=\pm\psi$. The plane shrinks to a line, with $Q=1$. This gives one mode at $\omega_1^2$ and $\beta$ modes at $\omega_2^2$.

For $Q=0$, $P=-1$ there is one free number per oxygen, $2N$ in all, and one condition per silicon: its four $f_b$ add up to zero. A combination of these conditions with weights $\varphi_i$ is empty if $\varphi$ is equal at both ends of every bridge, which allows one independent choice. So $N-1$ conditions are independent, and $2N-(N-1)=N+1$ modes lie at $\omega_4^2$. For $P=+1$ the weights must be opposite at the two ends. This has $\beta$ independent solutions, and $2N-(N-\beta)=N+\beta$ modes lie at $\omega_3^2$. The total is
\begin{equation}
\underbrace{2(N-1-\beta)}_{\text{planes}}+\underbrace{1}_{\omega_1}
+\underbrace{\beta}_{\omega_2}+\underbrace{(N+\beta)}_{\omega_3}
+\underbrace{(N+1)}_{\omega_4}=4N .
\end{equation}
With odd rings present, $\omega_2$ is not an eigenfrequency, apart from the special angle at which $\omega_2=\omega_3$. It remains a bound.

\medskip
\noindent\textbf{Q.} Can a bipartite network with perfect tetrahedra and a single angle of $145^\circ$ exist in space at all?

\noindent\textbf{A.} Yes. In a crystal of the cristobalite type, regular tetrahedra are tilted alternately by $+\phi$ and $-\phi$ about one axis. For bond length one, the two bonds of an oxygen have components $\sqrt{1/3}$ along the axis and $\sqrt{2/3}$ across it. The bridging angle obeys
\begin{equation}
\cos\theta=-\tfrac13+\tfrac23(\sin^2\phi-\cos^2\phi)=-\tfrac13-\tfrac23\cos2\phi,
\end{equation}
so $\phi=0$ gives $180^\circ$, and tilting closes the bridge.

The primitive cell has two silicon atoms, and each is bridged to atoms of the other kind. At zero wavevector the counting with $N=2$ and $\beta=1$ predicts one mode at $\omega_1$, one at $\omega_2$, three at $\omega_3$, three at $\omega_4$ and ten zero modes. Diagonalizing the full $18\times18$ dynamical matrix gives these numbers and the frequencies $310$, $982$, $706$ and $1169\ \mathrm{cm}^{-1}$. At other wavevectors $\mathbf k$ the eigenvalues of $A$ come in pairs $\pm4\varepsilon$, with
\begin{equation}
\varepsilon=\frac14\Bigl|\sum_{j=1}^4e^{i\mathbf k\cdot\mathbf R_j}\Bigr| ,
\end{equation}
where $\mathbf R_j$ are the vectors from one silicon to its four silicon neighbours. Formula \eqref{eq:bands} was tested there at four angles and 40 random wavevectors for each; the deviations are at rounding level, as the numerical output shows.

\medskip
\noindent\textbf{Q.} And a network with odd rings?

\noindent\textbf{A.} I took 60 silicon and 120 oxygen atoms connected at random, each silicon to four others. This is a model of connectivity and not a glass structure placed in space. Each atom is described in its own local axes, which is permitted because rotating the coordinates of single atoms does not change the eigenvalues. Of the 540 modes, 300 have zero frequency. There are 1, 0, 60 and 61 modes at $\omega_1$, $\omega_2$, $\omega_3$ and $\omega_4$, as the counting requires for $\beta=0$.

The smallest $\varepsilon$ is $-0.834$. In units of $10^{27}\,\mathrm s^{-2}$ we have $a|c|=15.42$ and $b/2=7.15$, and \eqref{eq:bands} puts the start of the upper band at
\begin{equation}
25.97+\sqrt{15.42^2+7.15^2-0.834\times15.42\times14.29}=36.2 .
\end{equation}
This is $1010\ \mathrm{cm}^{-1}$, about $28\ \mathrm{cm}^{-1}$ above the bound $\omega_2$.

\medskip
\noindent\textbf{Q.} A single mode at $\omega_1$ among $9N$ would hardly be seen. Is that a band edge in any useful sense?

\noindent\textbf{A.} In a large network that fills space, yes, because other modes come close to it. For any $\varphi$,
\begin{equation}
\varphi^{T}(4-A)\varphi=\sum_{\text{bridges}}(\varphi_i-\varphi_j)^2 .
\end{equation}
Choose a wave of length $L$ with zero average. Neighbours at distance $\ell$ then differ by an amount of order $\ell/L$, so the right side divided by $|\varphi|^2$ is of order $(\ell/L)^2$. There must be an eigenvalue $4\varepsilon$ at least that close to $4$, besides the constant solution, and $L$ can grow with the sample. The random network above has no positions in space, and this argument does not apply to it. Its second largest $\varepsilon$ is $0.817$, and its mode at $\omega_1$ stands alone.

\medskip
\noindent\textbf{Q.} Can I reverse the formulas and read the angle and the masses from the edges?

\noindent\textbf{A.} Within the model you obtain the angle and the mass ratio, provided you know which inner edge is $\omega_2$ and which is $\omega_3$. From $\omega_1^2+\omega_2^2=2a$, $\omega_1^2-\omega_2^2=2ac$ and $\omega_3^2-\omega_1^2=b$, together with $b/(2a)=2m/(3M)$,
\begin{equation}
\cos\theta=\frac{\omega_1^2-\omega_2^2}{\omega_1^2+\omega_2^2},\qquad
\frac mM=\frac32\,\frac{\omega_3^2-\omega_1^2}{\omega_1^2+\omega_2^2}.
\label{eq:inverse}
\end{equation}
In the example these are $-30.83/37.64=-0.819$ and $1.5\times14.29/37.64=0.570$, the input values. The positions of the edges alone do not tell the two inner ones apart: exchanging $\omega_2$ and $\omega_3$ gives $\theta=132.6^\circ$ and $m/M=2.19$, with the same four edges. For silica the known mass ratio decides between the two. The separate masses cannot be found, because multiplying $m$, $M$ and $\alpha$ by the same factor changes no frequency.

The four edges are not independent: $\omega_1^2+\omega_4^2=\omega_2^2+\omega_3^2$, since both sides equal $2a+b$. If odd rings hide $\omega_2$, use this relation to replace $\omega_2^2$ in \eqref{eq:inverse} by $\omega_1^2+\omega_4^2-\omega_3^2$. Applied to real silica, this yields an effective angle and not the structural one. Typical band positions of $440$, $800$ and $1060\ \mathrm{cm}^{-1}$, taken as $\omega_1$, $\omega_3$ and $\omega_4$, give $\theta\approx124^\circ$ and $m/M\approx0.77$; with the longitudinal band near $1200\ \mathrm{cm}^{-1}$ as $\omega_4$ the result is $132^\circ$ and $0.56$. The structural angle is near $145^\circ$ to $150^\circ$.

\medskip
\noindent\textbf{Q.} What happens to the gap and the edges when the angle changes?

\noindent\textbf{A.} The inner edges differ by $\omega_2^2-\omega_3^2=-2ac-b$, which is $30.83-14.29=16.54$ in the example, between $706$ and $982\ \mathrm{cm}^{-1}$. In a bipartite network the gap closes when
\begin{equation}
\cos\theta=-\frac{b}{2a}=-\frac{2m}{3M},
\end{equation}
that is at $\theta=112.3^\circ$ for these masses. At larger angles $\omega_3$ ends the lower band and $\omega_2$ begins the upper one; at smaller angles they exchange roles.

With odd rings $\omega_2$ is only a bound, and the gap can be wider than the distance between $\omega_2$ and $\omega_3$. At the closing angle $b/2=a|c|$, and the root in \eqref{eq:bands} becomes $a|c|\sqrt{2(1+\varepsilon)}$. If the smallest $\varepsilon$ stays above $-1$, this root does not reach zero. The modes at $\omega_3$ then form a separate level with a gap on each side.

Differentiation gives $-a\sin\theta$ for $\omega_1^2$ and $\omega_3^2$, and $+a\sin\theta$ for $\omega_2^2$ and $\omega_4^2$. Opening the bridge from $145^\circ$ to $150^\circ$ moves $\omega_1$ from $310$ to $267$ and $\omega_3$ from $706$ to $688\ \mathrm{cm}^{-1}$, while $\omega_2$ rises from $982$ to $995$ and $\omega_4$ from $1169$ to $1180\ \mathrm{cm}^{-1}$. The four squares change by the same magnitude, two downwards and two upwards. The lowest frequency shifts most because $d\omega=d(\omega^2)/(2\omega)$.

At the ends of the angular range, $\omega_1$ goes to zero for $\theta\to180^\circ$, where a straight bridge does not resist sideways motion of its oxygen to this order. For $\theta\to90^\circ$ the root in \eqref{eq:bands} becomes $b/2$ for every $\varepsilon$, and the two bands shrink to the levels $a$ and $a+b$.

\medskip
\noindent\textbf{Q.} Would you apply this to a porous low-$k$ film?

\noindent\textbf{A.} Only to its fully bonded silica-like parts, and only as a qualitative picture of the stretching modes. The frequencies above follow from chosen parameters and were not compared with measured spectra. Where a bridge is replaced by a terminal group, the silicon no longer has four equivalent network bonds. Equal forces in the remaining bonds do not balance, and \eqref{eq:G2} fails at that site.

A spread of angles replaces $c$ by a different value at each oxygen. The argument for the outer bounds survives if $\omega_1$ and $\omega_4$ are calculated with the largest angle present, but the band formula \eqref{eq:bands} and the counting do not. A bound on the gap remains. The oxygen part of $K$ stretches any $f$ by at least $a|c|_{\min}$ and the part $bR/2$ by exactly $b/2$, so $|Kf|\ge(a|c|_{\min}-b/2)|f|$. If all angles exceed the closing angle, no frequency lies between $\omega_3$ and $\omega_2$ calculated with the smallest angle present. Bond-bending forces are also missing, and the $5N$ zero modes are a direct consequence: the model says nothing about the frequencies these motions have in a real material. Without Coulomb forces it cannot describe the splitting of longitudinal and transverse optical modes either.

\section*{Computed values}
\begin{verbatim}
spring constant alpha = 500.0 N/m
oxygen mass = 16.00 u, silicon mass = 28.09 u
bridging angle = 145.0 deg, cosine = -0.81915
a = alpha/m_O = 18.8192 e27 s^-2
b = 4 alpha/(3 m_Si) = 14.2925 e27 s^-2
edge 1: formula 3.4034, crystal 3.4034 e27 s^-2
edge 1: wavenumber 309.7 cm^-1
edge 1: Si share of kinetic energy 0.0000
edge 1: O motion along bisector, share 1.0000
edge 2: formula 34.2350, crystal 34.2350 e27 s^-2
edge 2: wavenumber 982.3 cm^-1
edge 2: Si share of kinetic energy 0.0000
edge 2: O motion along bisector, share 0.0000
edge 3: formula 17.6959, crystal 17.6959 e27 s^-2
edge 3: wavenumber 706.2 cm^-1
edge 3: Si share of kinetic energy 0.8077
edge 3: O motion along bisector, share 1.0000
edge 4: formula 48.5275, crystal 48.5275 e27 s^-2
edge 4: wavenumber 1169.5 cm^-1
edge 4: Si share of kinetic energy 0.2945
edge 4: O motion along bisector, share 0.0000
sum edge1+edge4 = 51.9309, edge2+edge3 = 51.9309 e27 s^-2
gap edge2-edge3 = 16.5391 e27 s^-2
angle recovered from crystal edges = 145.0000 deg
mass ratio m_O/m_Si recovered = 0.56960, input 0.56960
gap closes at: formula 112.3171, crystal 112.3171 deg
edge 1 at 150 deg = 266.6 cm^-1
edge 2 at 150 deg = 994.9 cm^-1
edge 3 at 150 deg = 688.4 cm^-1
edge 4 at 150 deg = 1180.1 cm^-1
largest crystal deviation = 4.3e-14 e27 s^-2
random network: 60 Si, 120 O, 540 modes
random network: zero modes = 300
random network: modes at edges 1,2,3,4 = [1, 0, 60, 61]
random network: smallest eps = -0.8344
random network: second largest eps = 0.8170
random network: upper band starts at 36.2064 e27 s^-2
random network: that is 1010.2 cm^-1
largest random-network deviation = 7.8e-14 e27 s^-2
\end{verbatim}
